# The Lamb shift from the refractive index of a dilute gas

## 1. One mode and a few oscillators

Hartree atomic units and Gaussian fields are used, so $c=1/\alpha_{\rm fs}=137.036$. An electron is bound along $x$ by a spring of frequency $\omega_0$ and coupled to one standing-wave mode of a box of volume $V$, polarized along $x$. The walls fix the wave number $k$; the empty-box frequency is $\omega_k=ck$. Write $A=-c\gamma q f(\mathbf r)$, with $f^2$ averaging to 1 over the box. The electric energy $\int E^2/8\pi$ with $E=-\dot A/c$ is $\gamma^2V\dot q^2/8\pi$, which equals $\dot q^2/2$ if $\gamma^2=4\pi/V$. In the dipole approximation $f$ is taken at the atom, and for charge $-1$ at a point where $f=1$,

$$H=\tfrac12(p-\gamma q)^2+\tfrac12\omega_0^2x^2+\tfrac12(P^2+\omega_k^2q^2).$$

Hamilton's equations are $\dot x=p-\gamma q$, $\dot p=-\omega_0^2x$, $\dot q=P$, $\dot P=-\omega_k^2q+\gamma\dot x$. Differentiating the first gives $\ddot x+\omega_0^2x=-\gamma\dot q$. For time dependence $e^{-i\omega t}$, $x=i\omega\gamma\alpha q$ with $\alpha(\omega)=1/(\omega_0^2-\omega^2)$, so $\dot x=\omega^2\gamma\alpha q$ and the field equation becomes $\omega_k^2-\omega^2=\gamma^2\omega^2\alpha$. For $N$ atoms spread evenly and coupled only through the mode (no Coulomb dipole–dipole coupling and no local-field correction, so for a real gas the result holds to first order in density) the sources add, $\gamma^2\to G=4\pi N/V$, and

$$\omega\,n_r(\omega)=ck,\qquad n_r^2=1+4\pi N\alpha/V .$$

The limit $\omega_0\to0$ gives $\alpha=-1/\omega^2$ and the plasma dispersion $\omega^2=\omega_k^2+G$. Exact normal modes for $N=8$, $\omega_0=1$, $ck=0.6$, $V=2000$ give $0.578542231$, the root of this equation.

Multiplied out, the condition is $(\omega^2-\omega_k^2)(\omega_0^2-\omega^2)=-G\omega^2$, with two positive roots. Near $\omega_k$ the first factor is $2\omega_k\delta\omega_k$; near $\omega_0$ the second is $-2\omega_0\delta\omega_0$. To first order in $G$, valid while the shifts are small against $|\omega_0-\omega_k|$,

$$\tfrac12\delta\omega_k=-\frac{G\omega_k}{4(\omega_0^2-\omega_k^2)},\qquad \tfrac12\delta\omega_0=\frac{G\omega_0}{4(\omega_0^2-\omega_k^2)} .$$

The other $N-1$ atomic combinations do not couple and stay at $\omega_0$. The ground-state energy is half the sum of all normal frequencies, so it moves by $G/[4(\omega_0+\omega_k)]$. The field term alone is therefore not the energy shift. At $V=10^6$ the field term is $-\pi\cdot8\cdot0.6/(10^6\cdot0.64)=-2.3562\times10^{-5}$, the atomic term is $3.9270\times10^{-5}$, and the sum is $1.5708\times10^{-5}$ Hartree. Diagonalization gives $-2.3557$, $3.9265$ and $1.5708$ times $10^{-5}$.

## 2. One electron in a local potential

Replace the spring by a local potential $U$, with levels $E_m$. Fix a state $n$ and define $\omega_m=E_m-E_n$ and $g_m=\omega_m|p_{mn}|^2$. Two identities are needed. From $[H_a,x]=-ip$ follows $\omega_mx_{mn}=-ip_{mn}$ between normalizable states, so $|p_{mn}|^2=\omega_m^2|x_{mn}|^2$. From $[x,[H_a,x]]=-i[x,p]=1$, with a complete set inserted in $\langle n|2xH_ax-x^2H_a-H_ax^2|n\rangle$, follows the Thomas–Reiche–Kuhn rule $2\sum_m\omega_m|x_{mn}|^2=1$. With $\alpha_n(\omega)=2\sum_m\omega_m|x_{mn}|^2/(\omega_m^2-\omega^2)$, multiplying $1/\omega^2$ by the sum rule gives

$$\alpha_n+\frac1{\omega^2}=2\sum_m\omega_m|x_{mn}|^2\left[\frac1{\omega_m^2-\omega^2}+\frac1{\omega^2}\right]=\frac2{\omega^2}\sum_m\frac{g_m}{\omega_m^2-\omega^2}.\tag1$$

Quantize the mode, $q=(a+a^\dagger)/\sqrt{2\omega}$. With $j$ photons, $\gamma^2q^2/2$ acts in first order through $\langle q^2\rangle=(2j+1)/2\omega$. The term $-\gamma qp$ acts in second order, by emission with $|q|^2=(j+1)/2\omega$ and energy cost $\omega_m+\omega$, and by absorption with $|q|^2=j/2\omega$ and cost $\omega_m-\omega$:

$$\Delta E(n,j)=\frac{\gamma^2(2j+1)}{4\omega}-\frac{\gamma^2}{2\omega}\sum_m|p_{mn}|^2\left[\frac{j+1}{\omega_m+\omega}+\frac{j}{\omega_m-\omega}\right].$$

The photon frequency shift is $\Delta E(n,1)-\Delta E(n,0)$. The brackets differ by $2\omega_m/(\omega_m^2-\omega^2)$, and (1) then applies:

$$\delta\omega=\frac{\gamma^2}{2\omega}-\frac{\gamma^2}{\omega}\sum_m\frac{g_m}{\omega_m^2-\omega^2}=-\tfrac12\gamma^2\omega\,\alpha_n(\omega).$$

This is $\delta\omega=-(n_r-1)\omega$ with $n_r-1=2\pi\alpha_n/V$ per atom, for ground or excited $n$. Terms of higher order in $\gamma^2$ are dropped. For ground-state hydrogen, $\alpha(0)=4.5$ bohr$^3$, a density of $10^{-8}$ bohr$^{-3}$ gives $n_r-1=2.8274\times10^{-7}$.

In the vacuum shift $\Delta E(n,0)$ write $1/(\omega+\omega_m)=(\omega-\omega_m)/(\omega^2-\omega_m^2)$. The part odd in $\omega_m$ joins $\gamma^2/4\omega$ to form $\delta\omega/2$, which leaves

$$\Delta E(n,0)=\tfrac12\delta\omega+R,\qquad R=-\frac{\gamma^2}2\sum_m\frac{|p_{mn}|^2}{\omega^2-\omega_m^2}.\tag2$$

For the oscillator ground state $|p_{10}|^2=\omega_0/2$, and $R=\gamma^2\omega_0/[4(\omega_0^2-\omega^2)]$ is the atomic term of section 1. For a free electron $p$ is conserved, only $\omega_m=0$ occurs, $\delta\omega=\gamma^2/2\omega$ (that is, $\alpha=-1/\omega^2$) and $R=-\gamma^2p^2/2\omega^2$.

A case with a negative $\omega_m$ is the first excited state of $p^2/2+x^2/2+0.1x^4$, with nearest $\omega_m=-1.210356$ and $1.369122$. At $\omega=0.8$, $\gamma^2=10^{-5}$, $\alpha_1=0.405111$, the formula gives $\delta\omega=-10^{-5}\cdot0.8\cdot0.405111/2=-1.6204\times10^{-6}$. Diagonalization in the atom–photon product space gives $-1.6205\times10^{-6}$ and a level shift $8.3797\times10^{-6}$. The shift minus $\delta\omega/2$ is $9.1899\times10^{-6}$, against $R=9.1900\times10^{-6}$.

## 3. The sum over modes

In three dimensions a mode of polarization $\mathbf e$ couples to $\mathbf e\cdot\mathbf p$. The modes of one frequency cover all directions of $\mathbf e$ equally, so $|\mathbf e\cdot\mathbf p_{mn}|^2\to|\mathbf p_{mn}|^2/3$. From here $g_m$ contains the vector sum, and the factor 2 in $\alpha_n$ and in (1) becomes $2/3$. Wave vectors have density $V/(2\pi)^3$ and two polarizations, so

$$\sum_{\mathbf k\lambda}\to\frac{2V}{8\pi^3}4\pi\int k^2dk=\frac V{\pi^2c^3}\int_0^\Omega\omega^2d\omega,$$

with a cutoff $\Omega$. At order $\gamma^2$ the modes contribute independently. Since $\delta\omega/2=-\pi\omega\alpha_n/V$, the volume cancels:

$$\sum\tfrac12\delta\omega=-\frac1{\pi c^3}\,{\rm P}\!\int_0^\Omega\omega^3\alpha_n(\omega)\,d\omega .$$

The principal value handles the poles at $\omega=|\omega_m|$. For $\omega_m>0$ the total (2) has no pole, so the poles of $\delta\omega/2$ and $R$ cancel, and any common prescription leaves the total unchanged; cutting a symmetric window lets modes below and above resonance, shifted in opposite directions, compensate. For $\omega_m<0$ the pole is real emission. The denominator becomes $\omega+\omega_m-i0$, whose reciprocal has the principal value as real part, the shift, and a delta function as imaginary part, which makes the imaginary part of the energy minus half the decay rate and is not treated here.

Write $-\omega^3\alpha_n=\omega-\omega^3(\alpha_n+1/\omega^2)$. The first piece is the free-electron value and integrates to $\Omega^2/2\pi c^3$. The mode sum of $\gamma^2/4\omega=\pi/V\omega$ gives the same number, so it is the $A^2$ energy. It is $21.81$ Hartree at $\Omega=c^2$, is common to all states and to the free electron, and drops out of every level difference. For the rest, $\omega/(\omega^2-a^2)$ has the antiderivative $\tfrac12\ln|\omega^2-a^2|$, whose values at $|a|\pm\epsilon$ agree as $\epsilon\to0$. With (1) this gives the Feynman–Power shift:

$$\Delta E_{\rm FP}=-\frac1{\pi c^3}{\rm P}\!\int_0^\Omega\!\omega^3\Big[\alpha_n+\frac1{\omega^2}\Big]d\omega=\frac{2S_{\rm FP}}{3\pi c^3},\qquad S_{\rm FP}=\sum_mg_m\tfrac12\ln\Big|\frac{\Omega^2}{\omega_m^2}-1\Big|.\tag3$$

It vanishes for the free electron, where $g_m=0$. For the isotropic oscillator ground state $g=3\omega_0^2/2$ at one frequency, and $\Delta E_{\rm FP}\to(\omega_0^2/\pi c^3)\ln(\Omega/\omega_0)$ for $\Omega\gg\omega_0$.

## 4. The remainder and Bethe's formula

The mode sum of $R$ has prefactor $(V/\pi^2c^3)(2\pi/V)(1/3)=2/3\pi c^3$. Use $\omega^2/(\omega^2-a^2)=1+a^2/(\omega^2-a^2)$ and $1/(\omega^2-a^2)=[1/(\omega-a)-1/(\omega+a)]/2a$, which gives

$${\rm P}\!\int_0^\Omega\frac{d\omega}{\omega^2-a^2}=\frac1{2a}\ln\Big|\frac{\Omega-a}{\Omega+a}\Big|,\tag4$$

$$\sum R=-\frac{2\Omega}{3\pi c^3}\langle p^2\rangle_n+\frac2{3\pi c^3}\sum_mg_m\tfrac12\ln\Big|\frac{\Omega+\omega_m}{\Omega-\omega_m}\Big| .$$

The first term has the form of $p^2/2(1+\delta m)-p^2/2\approx-\delta m\,p^2/2$ with $\delta m=4\Omega/3\pi c^3$, or $3.097\times10^{-3}$ at $\Omega=c^2$. The free electron carries the same operator, so the term is already contained in levels computed with the observed mass. The field sum (3) never contains it; the subtraction there removed the $A^2$ energy. Adding the second term to (3), the factors $|\Omega-\omega_m|$ cancel:

$$\Delta E_{\rm B}=\frac{2S_{\rm B}}{3\pi c^3},\qquad S_{\rm B}=\sum_mg_m\ln\Big|1+\frac\Omega{\omega_m}\Big| .$$

This is Bethe's mass-renormalized shift. At finite cutoff it differs from (3). For the anharmonic state with $\Omega=6$, numerical principal values of the one-dimensional integrals (sums weighted by 2) give $3.10104$ for the index form and $4.35826$ for Bethe's, and the difference $1.25722$ matches the logarithmic term of $\sum R$.

A third form has no poles. Putting $\omega^2=-\xi^2$ in (1) gives $1/\xi^2-\alpha_n(i\xi)=\tfrac23\sum g_m/[\xi^2(\omega_m^2+\xi^2)]$, so

$$\frac1{\pi c^3}\int_0^\Omega\xi^3\Big[\frac1{\xi^2}-\alpha_n(i\xi)\Big]d\xi=\frac{2S_{\rm im}}{3\pi c^3},\qquad S_{\rm im}=\sum_mg_m\tfrac12\ln\Big(1+\frac{\Omega^2}{\omega_m^2}\Big).$$

## 5. Large cutoff

Each kernel is $\ln(\Omega/|\omega_m|)+K(y)$ with $y=\omega_m/\Omega$ and $K=\ln|1+y|$, $\tfrac12\ln|1-y^2|$, $\tfrac12\ln(1+y^2)$ for B, FP, im. All vanish at $y=0$, so the common limit is $S_0=D\ln\Omega-\sum g_m\ln|\omega_m|$ with $D=\sum g_m$, provided that sum converges and, for FP, that the spectrum around $\omega_m=\Omega$ is a smooth continuum, as in hydrogen; a discrete level exactly at $\Omega$ would make $S_{\rm FP}$ diverge. From $[H_a,p_i]=i\partial_iU$ and $[p_i,i\partial_iU]=\partial_i^2U$, the double-commutator argument of section 2 gives $D=\tfrac12\langle\nabla^2U\rangle$; the oscillator value $3\omega_0^2/2$ agrees with section 3. For $U=-1/r$, $\nabla^2U=4\pi\delta(\mathbf r)$ and $D=2\pi|\psi(0)|^2=2\delta_{l0}/n^3$, using $|\psi_{n0}(0)|^2=1/\pi n^3$ from section 6. Define $\ln k_0=(n^3/2)\sum g_m\ln|2\omega_m|$, where $2\omega_m$ is the frequency in Rydberg. Adding and subtracting $D\ln2$,

$$\Delta E=\frac4{3\pi c^3n^3}\big[\delta_{l0}\ln2\Omega-\ln k_0(n,l)\big].\tag5$$

To leading order the excess $\sum g_mK$ comes from $\omega_m$ of order $\Omega$ and above. There $\omega_m\mathbf p_{mn}=i(\nabla U)_{mn}$ gives $g_m=|(\nabla U)_{mn}|^2/\omega_m$. A fast final electron of momentum $\kappa_f$ is a plane wave and probes $r\sim1/\kappa_f$, where an S state equals $\psi(0)$; corrections are of relative order $1/\kappa_f$. The Fourier transform of $U$ is $-4\pi/\kappa_f^2$, so that of $\nabla U$ has modulus $4\pi/\kappa_f$. The state density is $4\pi\kappa_f^2d\kappa_f/8\pi^3=\kappa_f\,d\omega/2\pi^2$. With $\kappa_f=\sqrt{2\omega}$ and $|\psi(0)|^2=D/2\pi$,

$$g(\omega)\to\frac{8|\psi(0)|^2}{\kappa_f\,\omega}=\frac{2\sqrt2}\pi D\,\omega^{-3/2}.$$

The exact density at momentum $10^4$ is $0.99969$ times this. The excess is $(2\sqrt2/\pi)D\,\Omega^{-1/2}\int_0^\infty y^{-3/2}K\,dy$, convergent at $y=0$ because $K=O(y)$. Integration by parts, with vanishing boundary terms, and $y=t^2$ turn the integral into $4\int_0^\infty K'(t^2)\,dt$. For $\ln(1+y)$ this is $4\int dt/(1+t^2)=2\pi$. For $\ln|1-y|$ it is $4\,{\rm P}\!\int dt/(t^2-1)=0$ by (4), so FP gives $\tfrac12(2\pi+0)=\pi$. For im it is $4I$ with $I=\int t^2dt/(1+t^4)$. The map $t\to1/t$ shows $I=\int dt/(1+t^4)$, so $2I=\int(1+t^{-2})dt/(t^2+t^{-2})$, and $v=t-1/t$ gives $2I=\int_{-\infty}^\infty dv/(v^2+2)=\pi/\sqrt2$, hence $4I=\sqrt2\pi$. Therefore

$$S=S_0+CD/\sqrt\Omega,\qquad C_{\rm B}=4\sqrt2,\quad C_{\rm FP}=2\sqrt2,\quad C_{\rm im}=4 .$$

At $\Omega=10^8$ the hydrogen spectrum gives $5.6532$, $2.8284$, $3.9997$ against $5.6569$, $2.8284$, $4$. If $g$ expands in powers of $1/\kappa_f$, the next term is $\propto\omega^{-2}$ and brings $\Omega^{-1}\int y^{-2}K\,dy$. This integral diverges logarithmically at small $y$ for B, giving $\ln\Omega/\Omega$; it is finite for im; for FP it is ${\rm P}\!\int dy/(y^2-1)=0$. The sizes of the three deviations follow that order.

The theory does not fix $\Omega$. An electron excited by $\omega$ moves on the scale $1/\sqrt{2\omega}$, and the photon wave number is $\omega/c$; their product reaches 1 at $\omega\sim c^2$, where the electron is also relativistic. At $\Omega=mc^2=c^2$ the three forms differ by terms of order $D/c$, below what the dipole theory can decide.

## 6. Hydrogen

The nucleus is fixed and the electron spinless. Put $u=r^{l'+1}e^{-\kappa r}w$ into $u''=[l'(l'+1)/r^2-2/r+\kappa^2]u$. With $\zeta=2\kappa r$ this is Kummer's equation $\zeta w''+(b-\zeta)w'-aw=0$, $a=l'+1-1/\kappa$, $b=2l'+2$, so $w=M(a;b;2\kappa r)$, with $\kappa=1/n'$ for bound states and $\kappa=ik$ at energy $k^2/2$. The standard Coulomb normalizations, to unity and to $\sqrt{2/\pi k}\,\sin(kr+\dots)$, are

$$\mathcal N^2_{n'}=\Big(\frac2{n'}\Big)^{2l'+3}\frac{(n'+l')!}{2n'(n'-l'-1)!\,(2l'+1)!^2},\qquad \mathcal N_k^2=\frac{4^{l'+1}k^{2l'}}{(2l'+1)!^2\,(1-e^{-2\pi/k})}\prod_{\sigma=1}^{l'}\Big(\sigma^2+\frac1{k^2}\Big).$$

For $l'=0$, $\mathcal N^2=4/n^3$ and $|\psi(0)|^2=\mathcal N^2/4\pi=1/\pi n^3$. The initial state is a finite sum of terms $r^je^{-r/n}$. In the radial integral $\int u_{\rm final}\,r\,u_{\rm initial}\,dr$ each carries $r^{b+\mu-1}$ with integer $\mu=j+1-l'\ge1$. Integrating the series of $M$ termwise, with $s=\kappa+1/n$ and $z=2\kappa/s$, and continuing in $z$,

$$\int_0^\infty r^{b+\mu-1}e^{-sr}M\,dr=\frac{\Gamma(b+\mu)}{s^{b+\mu}}\,{}_2F_1(a,b+\mu;b;z)=\frac{\Gamma(b+\mu)}{s^{b+\mu}}(1-z)^{-a-\mu}{}_2F_1(b-a,-\mu;b;z),$$

where Euler's transformation leaves a polynomial. The angular weights sum to 1 because $\hat{\mathbf r}^2=1$. An s state goes wholly to p. A p state goes to s with $|\langle Y_{00}|\cos\theta|Y_{10}\rangle|^2=1/3$ and to d with $2/3$. The normalizations and weights are tested by three sum rules, $\tfrac23\sum\omega_m|\mathbf r_{mn}|^2=1$, $\sum|\mathbf p_{mn}|^2=1/n^2$ and the value of $D$, each asserted to $10^{-8}$.

An independent route needs only the initial state and no final eigenstates. The solution of $(H_a-E_n+i\xi)Y=\mathbf p|n\rangle$ has components $\mathbf p_{mn}/(\omega_m+i\xi)$, so $\langle Y|H_a-E_n|Y\rangle=\sum g_m/(\omega_m^2+\xi^2)$, and integrating this with weight $\xi\,d\xi$ gives $S_{\rm im}$. In a B-spline basis, at $\Omega=10^6$ with $4D/\sqrt\Omega$ removed, it yields the third column.

| state | $\ln k_0$, spectrum | $\ln k_0$, splines | bound part of $D$ |
|---|---|---|---|
| 1s | 2.984129 | 2.984132 | 0.135316 |
| 2s | 2.811770 | 2.811773 | 0.006608 |
| 2p | −0.030017 | −0.030017 | −0.020346 |

The difference of $3\times10^{-6}$ for S states has the size of the neglected $1/\Omega$ term. For 2s the bound states supply $0.0066$ of $D=0.25$; the continuum supplies the rest, and the logarithmic mean $k_0=16.64$ Rydberg lies far above threshold. For 2p, $D=0$, the continuum cancels the negative bound part, and $k_0$ is not a mean energy.

Take $\Omega=c^2=18778.865$, $\ln2\Omega=10.533634$. The prefactor in (5) is $135.6438$ MHz for $n=2$ and $1085.1503$ MHz for $n=1$:

$$\Delta E_{2s}=135.6438\,(10.533634-2.811770)=1047.4\ \text{MHz}=1.5919\times10^{-7}\ \text{Hartree},$$

$$\Delta E_{2p}=135.6438\times0.030017=4.07\ \text{MHz},\qquad \Delta E_{1s}=1085.1503\,(10.533634-2.984129)=8192\ \text{MHz}.$$

The 2s–2p interval is $1047.42-4.07=1043.35$ MHz. With the finite-cutoff kernels 2s lies at $1052.9$ (B), $1050.2$ (FP) and $1051.4$ MHz (im), while 2p stays at $4.07$ MHz. For 1s, $S_{\rm FP}-S_0=15.140290-15.099012=0.04128$, equal to $2.8284\times2\times0.007297=0.04128$; for B the excess is $0.0805$ against a leading estimate of $0.0826$.

These digits belong to the model at a chosen cutoff. In the limiting form (5), doubling $\Omega$ moves 2s by $135.6\ln2\approx94$ MHz, about 9% of the shift, so the physical statement is a 2s–2p interval near 1 GHz; the measured 2s–2p$_{1/2}$ interval is roughly 1.1 GHz. The constant beside the logarithm, spin terms, vacuum polarization and recoil lie outside this calculation, whereas $\ln k_0$ is independent of the cutoff. The numerical check below asserts the comparisons of sections 1 to 5, the sum rules and the agreement of the two routes to $\ln k_0$.

## Values computed for the example and the checks

```
gas N=8 w0=1.0 ck=0.6 Eh V=2000 bohr^3: mode 0.578542231, index root 0.578542231 Eh
gas V=1e+06 bohr^3: field dw/2 -2.3557e-05, index formula -2.3562e-05 Eh
gas: atomic dw/2 3.9265e-05, R 3.9270e-05, total 1.5708e-05, 2nd order 1.5708e-05 Eh
anharmonic n=1, w=0.8 Eh, gam2=1e-05 au: alpha 0.405111 au, lowest w_m -1.210356, 1.369122 Eh
anharmonic: dw -1.6205e-06, -gam2 w alpha/2 -1.6204e-06 Eh
anharmonic: level shift 8.3797e-06, shift-dw/2 9.1899e-06, R 9.1900e-06 Eh
anharmonic Om=6.0 Eh: -P int w^3(alpha+1/w^2) 3.1010396, formula 3.1010396 au
anharmonic: Bethe integral 4.3582581, Bethe-FP 1.2572184, formula 1.2572184 au
mode count, spacing 0.1 1/bohr: lattice 0.050660, continuum 0.050661 au
c 137.035999 au, Om=mc^2 18778.865 Eh, ln(2 Om) 10.533634, 1 Eh 6.579684e+09 MHz
2/(3 pi c^3) 8.246219e-08 au, delta m 3.097093e-03 au, free term 21.8100 Eh
1s: sum f 1.00000000, <p^2> 1.00000000 au, D 2.00000000 au, bound part of D 0.135316 au
1s: alpha(0.5i) spectral 1.9053884, spline 1.9053884 bohr^3
1s: ln k0 spectral 2.984129, spline 2.984132, k0 19.7693 Ry
1s: S limit 15.099012, S_B 15.179488, S_FP 15.140290, S_im 15.157060 au
1s: 4/(3 pi c^3 n^3) 1085.1503 MHz, shift 1.24510e-06 Eh = 8192.35 MHz
1s: finite Om: Bethe 8236.01, FP 8214.74, imag 8223.84 MHz
1s: g tail ratio at k=1e4 0.99969; C at Om=1e8 Eh: B 5.6532, FP 2.8284, im 3.9997
1s: alpha(0) 4.5000000 bohr^3, n-1 at density 1e-08 bohr^-3: 2.8274e-07
2s: sum f 1.00000000, <p^2> 0.25000000 au, D 0.25000000 au, bound part of D 0.006608 au
2s: alpha(0.5i) spectral 3.6010399, spline 3.6010399 bohr^3
2s: ln k0 spectral 2.811770, spline 2.811773, k0 16.6393 Ry
2s: S limit 1.930466, S_B 1.940522, S_FP 1.935626, S_im 1.937722 au
2s: 4/(3 pi c^3 n^3) 135.6438 MHz, shift 1.59190e-07 Eh = 1047.42 MHz
2s: finite Om: Bethe 1052.88, FP 1050.22, imag 1051.36 MHz
2s: g tail ratio at k=1e4 0.99969; C at Om=1e8 Eh: B 5.6532, FP 2.8284, im 3.9997
2p: sum f 1.00000000, <p^2> 0.25000000 au, D -0.00000000 au, bound part of D -0.020346 au
2p: alpha(0.5i) spectral 3.9901861, spline 3.9901861 bohr^3
2p: ln k0 spectral -0.030017, spline -0.030017, k0 0.9704 Ry
2p: S limit 0.007504, S_B 0.007506, S_FP 0.007504, S_im 0.007504 au
2p: 4/(3 pi c^3 n^3) 135.6438 MHz, shift 6.18811e-10 Eh = 4.07 MHz
2p: finite Om: Bethe 4.07, FP 4.07, imag 4.07 MHz
predicted C: B 5.6569, FP 2.8284, im 4.0000; 1/sqrt(mc^2) 0.007297
2s-2p limiting form: 1.58572e-07 Eh = 1043.35 MHz
```
